# Photoemission from Cu(001): mapping three-dimensional k and recognizing surface states

## Problem

Light of photon energy $h\nu$ falls on a clean Cu(001) surface. Electrons leave with kinetic energy $E_k$ at polar angle $\theta$ from the surface normal. Initial-state energies $E\le 0$ are counted from the Fermi level, and $E_k$ from the vacuum level just outside the sample. The work function is $\phi$. Inside the crystal the photoelectron is treated as a free electron whose band bottom lies $V_0>0$ below that vacuum level; $V_0$ is the inner potential. Use $C=\hbar^2/2m=3.810\ \mathrm{eV\,Å^2}$ and the rough copper values $a=3.6$ Å (cubic lattice constant), $\phi=4.6$ eV and $V_0=13$ eV.

1. Find the components of $\mathbf k$ parallel and perpendicular to the surface from $h\nu$, $E$ and $\theta$. Which electrons can escape?
2. Map emission from the Fermi level at $h\nu=100$ eV for $\theta=0,10,20,30^\circ$. Which photon energies reach $\Gamma$ and $X$ at normal emission? How sharp is $k_\perp$?
3. At fixed $k_\parallel$, how do the energies of a bulk peak and of a surface-state peak respond to $h\nu$?
4. Illustrate the answer with one $s$ orbital per fcc site: site energy $\varepsilon_0=-2.5$ eV, nearest-neighbour hopping $-t$ with $t=0.5$ eV, and an extra energy $U=1.2$ eV on the top layer. Take $k_\parallel=1.0\ \mathrm{Å^{-1}}$ along $\bar\Gamma\bar X$, the [110] direction.
5. What changes if the angle is held fixed instead? Does a peak that stays put have to be a surface state?

The orbital parameters in part 4 are round model values. They give a band on the Cu(001) geometry, not the band structure of copper.

## Solution

### 1. From energy and angle to k

**Energy.** The photon lifts the electron from $E$ to $E+h\nu$ above the Fermi level, and the vacuum level lies at $\phi$. Hence

$$E_k=h\nu-\phi+E. \tag{1}$$

**Parallel momentum.** Let $\mathbf R$ be a translation that maps the surface onto itself. The initial state gains the phase $e^{i\mathbf k_\parallel\cdot\mathbf R}$ under it, and the final state, with parallel wave vector $\mathbf p_\parallel$ outside, gains $e^{i\mathbf p_\parallel\cdot\mathbf R}$. If the photon's own wave vector is neglected, the light field is unchanged. Shifting the integration variable by $\mathbf R$ then gives, for the transition matrix element,

$$M=e^{i(\mathbf k_\parallel-\mathbf p_\parallel)\cdot\mathbf R}M .$$

So $M=0$ unless $(\mathbf p_\parallel-\mathbf k_\parallel)\cdot\mathbf R$ is a multiple of $2\pi$ for every $\mathbf R$: parallel momentum is conserved up to a surface reciprocal vector.

For fcc(001) the shortest translations are $\frac a2(1,1)$ and $\frac a2(1,-1)$. Write $\mathbf p_\parallel-\mathbf k_\parallel=\frac{2\pi}{a}(h,k)$. The two conditions are $\pi(h+k)=2\pi m$ and $\pi(h-k)=2\pi n$, so $h=m+n$ and $k=m-n$: both are integers, and their sum $2m$ is even. The shortest such vector, $\frac{2\pi}{a}(1,1)$, has length $2\sqrt2\,\pi/a$. Its midpoint is $\bar X$, at $\sqrt2\,\pi/a=1.234\ \mathrm{Å^{-1}}$.

In the extended zone we take $\mathbf k_\parallel=\mathbf p_\parallel$. Outside, $E_k=Cp^2$, so

$$k_\parallel=\sqrt{E_k/C}\,\sin\theta. \tag{2}$$

The azimuth of the detector fixes the direction of $\mathbf k_\parallel$ in the surface plane. Together with $k_\perp$ this makes three components.

**Perpendicular momentum.** The surface breaks translation symmetry along the normal, so $k_\perp$ is not conserved there. It has to be inferred from the assumed final state. Inside, the same total energy reads

$$C(k_\parallel^2+k_\perp^2)-V_0=E_k .$$

Insert $Ck_\parallel^2=E_k\sin^2\theta$ from (2) and use $1-\sin^2\theta=\cos^2\theta$:

$$k_\perp=\sqrt{\frac{E_k\cos^2\theta+V_0}{C}} . \tag{3}$$

In the bulk the optical transition is vertical, so this $\mathbf k$ is also that of the initial state, up to a bulk reciprocal vector.

**Escape.** The normal wave number outside, $p_\perp$, obeys $Cp_\perp^2=E_k\cos^2\theta=Ck_\perp^2-V_0$. It is real for $k_\perp\ge\sqrt{V_0/C}=1.847\ \mathrm{Å^{-1}}$. At a flat barrier, which conserves $\mathbf k_\parallel$ exactly, electrons with smaller $k_\perp$ are turned back, however large their $k_\parallel$. A corrugated surface can diffract some of them out, because it can change $\mathbf k_\parallel$ by a surface reciprocal vector. Those that escape lose normal momentum and are refracted away from the normal.

### 2. The map for Cu(001)

At $h\nu=100$ eV and $E=0$, equation (1) gives $E_k=100-4.6=95.4$ eV. For $\theta=20^\circ$,

$$k_\parallel=\sqrt{\frac{95.4}{3.810}}\times0.3420=1.711\ \mathrm{Å^{-1}},$$

$$k_\perp=\sqrt{\frac{95.4\times0.8830+13}{3.810}}=5.052\ \mathrm{Å^{-1}} .$$

The other angles follow in the same way:

| $\theta$ | $k_\parallel$ (Å⁻¹) | $k_\perp$ (Å⁻¹) |
|---|---|---|
| 0° | 0 | 5.334 |
| 10° | 0.869 | 5.263 |
| 20° | 1.711 | 5.052 |
| 30° | 2.502 | 4.711 |

An angular scan at fixed $h\nu$ and $E$ therefore does not follow a straight line in $\mathbf k$. Since $k_\parallel^2+k_\perp^2=(E_k+V_0)/C$, it follows a circular arc of radius $5.334\ \mathrm{Å^{-1}}$. Changing $h\nu$ changes the radius, and the two scans together cover the part of a plane with $k_\perp\ge\sqrt{V_0/C}$; the escape condition bars the rest.

**High-symmetry points.** Along the normal of an fcc crystal the bulk reciprocal vectors are $\frac{2\pi}{a}(0,0,n)$ with $n$ even. These points are equivalent to $\Gamma$, and the midpoints, with $n$ odd, are $X$. Setting $k_\perp=2\pi n/a$ and $\theta=0$ in (3) and using (1) gives

$$h\nu_n=C\left(\frac{2\pi n}{a}\right)^2-V_0+\phi-E. \tag{4}$$

With $2\pi/a=1.745\ \mathrm{Å^{-1}}$ and $E=0$, the results are 38 eV for $\Gamma$ ($n=2$), 96 eV for $X$ ($n=3$) and 177 eV for $\Gamma$ ($n=4$). These values are only as good as the rough inputs: $a=3.615$ Å gives 38, 95 and 176 eV, and each eV of error in $V_0$ shifts them by 1 eV. They state which $\mathbf k$ is reached, not that a peak appears there. Copper has no state at the Fermi level at $\Gamma$ or $X$, because its Fermi surface cuts $\Gamma X$ between them (the free-electron $k_F$ is $1.36\ \mathrm{Å^{-1}}$, against $\Gamma X=1.745\ \mathrm{Å^{-1}}$). For an occupied band at these points, its energy $E<0$ goes into (4) and raises $h\nu_n$ by $|E|$. Likewise, emission from $E=0$ appears on the arc above only where the arc crosses the Fermi surface.

Equation (4) also shows how $V_0$ can be found. For successive symmetry points,

$$(h\nu_{n+1}+E_{n+1})-(h\nu_n+E_n)=C(2\pi/a)^2(2n+1),$$

where $E_n$ is the energy at which the band turns. The difference does not contain $V_0$ and identifies $n$; either equation then yields $V_0$, provided that one constant $V_0$ serves at both energies.

**Sharpness of $k_\perp$.** Differentiating $Ck_\perp^2=E_k\cos^2\theta+V_0$ at fixed $E_k$ and $\theta$ gives $dk_\perp/dV_0=1/(2Ck_\perp)$. At normal emission and 100 eV this is $0.025\ \mathrm{Å^{-1}}$ per eV of error in $V_0$.

The finite escape depth matters more here. Let the intensity from depth $|z|$ fall as $e^{-|z|/\lambda}$, so that the amplitude falls as $e^{-|z|/2\lambda}$. An initial wave that misses $k_\perp$ by $\kappa$ contributes

$$\left|\int_{-\infty}^0 e^{i\kappa z+z/2\lambda}\,dz\right|^2=\frac{1}{\kappa^2+1/(4\lambda^2)} .$$

This is halved at $\kappa=\pm1/(2\lambda)$, so the full width is $1/\lambda$. For $\lambda=6$ Å it is $0.167\ \mathrm{Å^{-1}}$, about a tenth of the distance $\Gamma X$.

The neglected photon wave number is $0.051\ \mathrm{Å^{-1}}$ at 100 eV, some 4% of $\bar\Gamma\bar X$. Its parallel part can be included in the momentum balance when the direction of incidence is known.

### 3. What a change of photon energy does

For independent electrons, the golden rule gives the intensity at fixed $\mathbf k_\parallel$ as

$$I\propto\sum_i|M_i(h\nu)|^2\,\delta(E_k-h\nu+\phi-E_i), \tag{5}$$

where $i$ runs over the occupied eigenstates of the half-crystal with that $\mathbf k_\parallel$. None of the energies $E_i$ depends on $h\nu$. The difference between bulk and surface lies in how the states are spread over energy.

**Bulk states** form a continuum: each $k_z$ has its own energy $E_b(\mathbf k_\parallel,k_z)$. The matrix element selects those with $k_z$ near $k_\perp$, so the peak lies where

$$E=E_b\big(\mathbf k_\parallel,k_\perp(h\nu,E)\big),\qquad Ck_\perp^2=h\nu-\phi+E+V_0-Ck_\parallel^2 . \tag{6}$$

To find its rate of motion, let $v=\partial E_b/\partial k_\perp$ and differentiate both relations with respect to $h\nu$ at fixed $\mathbf k_\parallel$:

$$\frac{dE}{dh\nu}=v\,\frac{dk_\perp}{dh\nu},\qquad 2Ck_\perp\frac{dk_\perp}{dh\nu}=1+\frac{dE}{dh\nu}.$$

Eliminating $dk_\perp/dh\nu$ gives $2Ck_\perp\,dE/dh\nu=v\,(1+dE/dh\nu)$, and therefore

$$\frac{dE}{dh\nu}=\frac{v}{2Ck_\perp-v}. \tag{7}$$

The bulk peak moves wherever the band has a slope along the normal. It pauses at band extrema, where $v=0$.

**A surface state** is a normalizable state, decaying into the crystal, whose energy lies in a gap of the bulk continuum at that $\mathbf k_\parallel$. It is a single discrete level $E_s(\mathbf k_\parallel)$. No quantum number $k_z$ exists on which its energy could depend. Its decaying wave contains a range of Fourier components, but they all belong to one eigenstate with one energy. Changing $h\nu$ samples another component and so changes $M_s$. The delta function in (5) stays at

$$E=E_k-h\nu+\phi=E_s(\mathbf k_\parallel).$$

At fixed $\mathbf k_\parallel$ the surface peak thus changes in intensity but not in initial-state energy. Its kinetic energy rises one for one with $h\nu$.

### 4. A solvable example

**Layer equations.** Let $x=k_xa/2$ and $y=k_ya/2$. Of the twelve fcc neighbours, four lie in the same layer at $(\pm\frac a2,\pm\frac a2,0)$. Their phases add up to $4\cos x\cos y$, so the layer energy is

$$e=\varepsilon_0-4t\cos x\cos y .$$

Four more lie in the next layer, displaced sideways by $(\pm\frac a2,0)$ and $(0,\pm\frac a2)$. They give the interlayer coupling

$$T=-2t(\cos x+\cos y),$$

and the four in the layer on the other side give the same. Number the layers $n=0,1,2,\dots$ downward, with spacing $d=a/2$ and amplitudes $c_n$:

$$Ec_n=ec_n+T(c_{n+1}+c_{n-1})\quad(n\ge1),\qquad Ec_0=(e+U)c_0+Tc_1 .$$

**Bulk.** The wave $c_n=e^{ik_znd}$ gives $E_b=e+2T\cos k_zd$, a band from $e-2|T|$ to $e+2|T|$.

**Surface.** Try $c_n=c_0q^n$ with $|q|<1$. The inner equations give $E=e+T(q+1/q)$ and the top one gives $E=e+U+Tq$. Subtracting leaves $T/q=U$, so

$$q=\frac TU,\qquad E_s=e+U+\frac{T^2}{U},\qquad |U|>|T| . \tag{8}$$

The condition is just $|q|<1$. The level then lies outside the band, because

$$|E_s-e|-2|T|=|U|+\frac{T^2}{|U|}-2|T|=\frac{(|U|-|T|)^2}{|U|}>0 .$$

As $|U|\to|T|$ the level meets the band edge and its decay length diverges.

**Numbers.** Along [110], $x=y=k_\parallel a/(2\sqrt2)=1.273$ and $\cos x=0.2936$. Then $e=-2.5-2\times0.2936^2=-2.672$ eV and $T=-2\times0.2936=-0.587$ eV. The band runs from $-3.847$ to $-1.498$ eV. With $q=-0.489$,

$$E_s=-2.672+1.2+\frac{0.587^2}{1.2}=-1.185\ \mathrm{eV},$$

which is 0.313 eV above the band. At $k_\parallel=0.3\ \mathrm{Å^{-1}}$, by contrast, $|T|=1.856$ eV exceeds $U$ and there is no surface level.

**Surface intensity.** Omit the orbital's own emission factor, which is common to all layers but varies with $h\nu$. What remains, $I_s$, describes the interference between the layers, not the full measured intensity. The damped final wave collects layer $n$ with weight $e^{ik_\perp nd-nd/2\lambda}$. Normalization, $c_0^2\sum_n q^{2n}=1$, gives $c_0^2=1-q^2$, and the geometric series gives

$$I_s=\frac{1-q^2}{\left|1-q\,e^{-d/2\lambda+ik_\perp d}\right|^2}. \tag{9}$$

**Spectra.** The table holds $k_\parallel$ at $1.0\ \mathrm{Å^{-1}}$. The bulk column solves (6). The last two columns come from spectra of an 800-layer slab with $\lambda=6$ Å and a Gaussian broadening of standard deviation 0.04 eV. The angle is that of the surface peak; the bulk peak has a lower kinetic energy and needs a slightly larger angle for the same $k_\parallel$.

| $h\nu$ (eV) | $\theta$ | bulk $E$ (eV) | surface $E$ (eV) | $I_s$ |
|---|---|---|---|---|
| 60 | 15.4° | −3.373 | −1.185 | 0.48 |
| 68 | 14.3° | −2.851 | −1.185 | 0.62 |
| 76 | 13.5° | −2.320 | −1.185 | 0.87 |
| 84 | 12.8° | −1.887 | −1.185 | 1.28 |
| 92 | 12.1° | −1.609 | −1.185 | 1.87 |

The bulk peak climbs by 1.76 eV while the surface peak stays where it is. Equation (7) reproduces the pace. At 76 eV, $k_\perp=4.533\ \mathrm{Å^{-1}}$ and $v=-2Td\sin k_\perp d=2.02$ eV Å, so $dE/dh\nu=2.02/(34.5-2.02)=0.062$. The table gives $(2.851-1.887)/16=0.060$ as the mean slope from 68 to 84 eV. The climb then slows because the band top is near. The top lies at $k_\perp=3\times2\pi/a$, which requires

$$h\nu=3.810\,(1.0^2+5.236^2)-13+4.6+1.498\approx101\ \mathrm{eV};$$

beyond this the bulk peak must turn back.

The layer sum $I_s$ changes by a factor of 3.9, and (9) shows why. Since $q<0$, the denominator is smallest at $\cos k_\perp d=-1$, which is the wave vector of the band top. The surface state alternates in sign from layer to layer, as the states at that edge do, and $I_s$ is largest when the final wave matches this alternation.

Slab spectra with the long escape depth $\lambda=100$ Å agree with the bulk column to within 0.02 eV, as tested. At $\lambda=6$ Å the bulk maxima differ from the long-depth ones by at most 0.014 eV, although the estimated blur, the width $1/\lambda$ in $k_\perp$ times the slope $|v|$, is about 0.34 eV at 76 eV. At these photon energies, where the band has a slope along the normal, the short escape depth thus broadens the peak far more than it displaces it. The linear estimate does not carry over to a band extremum: there $v=0$, and all neighbouring $k_\perp$ lie on the same side in energy, so the blur pulls the maximum into the band. In this model, at 101 eV and with the same broadening, the maximum for $\lambda=6$ Å lies about 0.02 eV below the long-depth one.

The slab also makes the argument of part 3 concrete. All its levels are discrete and fixed, including the bulk ones. The bulk levels are so close together, compared with the broadening, that the moving weight $|M_i|^2$ appears as a moving peak. The surface level has no neighbours to which the weight could pass.

### 5. Fixed angle, and the converse

By (2), a fixed off-normal angle does not fix $k_\parallel$, which grows with $E_k$. The surface peak then travels along its own dispersion $E_s(k_\parallel)$. On the [110] line write $c=\cos x$, so that $e=\varepsilon_0-4tc^2$ and $T=-4tc$. Equation (8) becomes

$$E_s=\varepsilon_0+U+4tc^2\left(\frac{4t}{U}-1\right).$$

Hold $\theta=15.37^\circ$ and raise $h\nu$ from 60 to 84 eV. Then $k_\parallel$ grows from 1.000 to $1.200\ \mathrm{Å^{-1}}$, close to $\bar X$, where $c=0$. The bracket is positive, so the level falls, from $-1.185$ to $-1.298$ eV. This shift of $-0.11$ eV is in-plane dispersion and says nothing against a surface state. To test for one off normal, $\theta$ must be adjusted at each $h\nu$, as in the table. At normal emission no adjustment is needed, because $k_\parallel=0$ at every photon energy as long as the photon's momentum is neglected. For light incident at $45^\circ$ its parallel part grows from 0.021 to $0.033\ \mathrm{Å^{-1}}$ between 60 and 92 eV; left uncorrected near $k_\parallel=1.0\ \mathrm{Å^{-1}}$, with the plane of incidence along [110], this moves the model level by about 0.01 eV.

The converse fails: a peak that stays put need not be a surface state.

- By (7), a bulk band that is flat along the normal, $v=0$, also gives a fixed peak.
- In a film so thin that its levels are resolved, each level is discrete and stays fixed, even though its wave fills the film.
- Near a bulk band extremum the motion can be too small to see over a short range of $h\nu$.

A firmer identification requires a constant energy over a range of $h\nu$ in which $k_\perp$ crosses a good part of the zone, and a position inside a gap of the bulk bands to which the state could couple at that $\mathbf k_\parallel$. Bands of a different symmetry may overlap it. Even these two conditions do not fix the depth: a level bound to a layer somewhat below the surface can meet them too. A state that overlaps the bulk continuum in energy and couples to it is a resonance, and the argument for one isolated level no longer applies strictly.

The map itself rests on the free-electron final state. Where the real final bands have gaps, or where several of them contribute at one energy, (3) can assign a wrong $k_\perp$. Equation (2) and the constancy of $E_s$ at fixed $\mathbf k_\parallel$ do not depend on that assumption. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
hbar^2/2m = 3.8100 eV A^2
inputs: a = 3.6 A, phi = 4.6 eV, V0 = 13.0 eV
2pi/a = 1.7453 1/A; X-bar at 1.2341 1/A
smallest escaping k_perp = 1.8472 1/A
map at hv = 100 eV, E = 0, Ek = 95.4 eV:
 theta  0 deg: k_par 0.0000, k_perp 5.3340 1/A = 0.000, 3.056 (2pi/a)
 theta 10 deg: k_par 0.8689, k_perp 5.2628 1/A = 0.498, 3.015 (2pi/a)
 theta 20 deg: k_par 1.7115, k_perp 5.0520 1/A = 0.981, 2.895 (2pi/a)
 theta 30 deg: k_par 2.5020, k_perp 4.7108 1/A = 1.434, 2.699 (2pi/a)
normal emission from E = 0:
 n = 2 (Gamma): k_perp 3.4907 1/A, hv 38.02 eV
 n = 3 (X): k_perp 5.2360 1/A, hv 96.05 eV
 n = 4 (Gamma): k_perp 6.9813 1/A, hv 177.29 eV
dk_perp/dV0 at 100 eV, normal = 0.02460 1/(A eV)
photon wave number at 100 eV = 0.0507 1/A
k_perp width for 6.0 A escape depth = 0.1667 1/A
model: eps0 = -2.5 eV, t = 0.5 eV, U = 1.2 eV
slab layers = 800; Gaussian sigma = 0.04 eV
fixed k_par = 1.0 1/A along Gamma-bar to X-bar
layer energy e = -2.6724 eV, coupling T = -0.5872 eV
bulk band from -3.8469 to -1.4980 eV
surface level = -1.1851 eV, q = T/U = -0.4894
no surface level at k_par = 0.3 1/A: |T| = 1.8560 eV
angle for surface peak; k_perp and E of bulk crossing:
 hv 60 eV: theta 15.37 deg, k_perp 4.0084 1/A, E -3.373 eV
 hv 68 eV: theta 14.33 deg, k_perp 4.2783 1/A, E -2.851 eV
 hv 76 eV: theta 13.47 deg, k_perp 4.5325 1/A, E -2.320 eV
 hv 84 eV: theta 12.75 deg, k_perp 4.7704 1/A, E -1.887 eV
 hv 92 eV: theta 12.14 deg, k_perp 4.9930 1/A, E -1.609 eV
bulk peak (depth 100 A), bulk peak (depth 6 A),
 surface peak and relative intensity (depth 6 A):
 hv 60 eV: -3.372 eV, -3.366 eV, -1.185 eV, 0.479
 hv 68 eV: -2.851 eV, -2.840 eV, -1.185 eV, 0.619
 hv 76 eV: -2.320 eV, -2.306 eV, -1.185 eV, 0.866
 hv 84 eV: -1.887 eV, -1.874 eV, -1.185 eV, 1.284
 hv 92 eV: -1.609 eV, -1.608 eV, -1.185 eV, 1.867
bulk peak shift, 60 to 92 eV (depth 100 A) = 1.763 eV
fixed angle = 15.37 deg, hv 60 to 84 eV:
 k_par 1.0000 to 1.2003 1/A
 surface level -1.1851 to -1.2975 eV, shift -0.1125 eV
```
